**Basis error of plane-wave MP2 in the finite electron gas**

The program tests the law $E_2(M)-E_2(\infty)=\frac{N^2}{9\pi^2M}\left[1+\frac34\langle|\mathbf i+\mathbf j|\rangle/k_c+\dots\right]$ hartree for $N$ electrons in closed shells. Here $M$ is the number of spatial plane waves, $k_c$ the cutoff wave number, and $\mathbf i,\mathbf j$ are occupied wave vectors. It asserts the large-transfer powers $-4$ and $-5$ of the direct and antisymmetrized amplitudes and $-6$ and $-8$ of the opposite-spin and same-spin energy integrands. It then evaluates the MP2 sums explicitly at every cutoff and compares fitted tail coefficients with the derived ones. For $N=14$ the fitted $1/M$ coefficient agrees with the formula within 0.1% for two densities and three treatments of the orbital gap, and for $N=38$ within 0.2%. The fitted boundary coefficient lies 4% below the derived value for $N=14$ and 7% below it for $N=38$, inside the asserted tolerances of 15% and 20%. Further assertions cover the same-spin tail, the density independence of $E_2(M)$ with kinetic gaps, and the mean $|\mathbf i+\mathbf j|$ of a large Fermi sphere. In the worked example, including the $M^{-4/3}$ term reduces the deviation of a two-point extrapolation from $-1.4\times10^{-4}$ to $-4.3\times10^{-5}$ eV.

## Check in Python

```python
# RESULT UNDER TEST (atomic units):
#   E2(M) - E2(inf) = N^2/(9 pi^2 M) * [1 + (3/4) <|i+j|>/k_c + O(k_c^-2)]
# for MP2 of the closed-shell uniform electron gas in a periodic cube.
#   N: electrons, M: spatial plane waves with |k| <= k_c, L: box side,
#   i, j: occupied wave vectors, a = i+q and b = j-q: virtual ones,
#   <...>: mean over all ordered occupied pairs, r_s: density radius.
# Opposite-spin pairs give the 1/M term; same-spin pairs decay as M^(-5/3).
# Wave vectors are k = 2 pi n / L with integer n. The v(0) term is zero,
# except in runs that give occupied orbitals the Madelung self-exchange.
from collections import Counter

import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.distance import pdist
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi


def box_side(n_electrons, rs_angstrom):
    return rs_angstrom / BOHR_ANG * (4 * PI * n_electrons / 3) ** (1 / 3)


def lattice_ball(n2_max):
    h = int(np.sqrt(n2_max)) + 1
    x = np.arange(-h, h + 1)
    pts = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
    return pts[(pts**2).sum(axis=1) <= n2_max]


def madelung_self_term(L, alpha=2.0):
    """Ewald sum: minus the potential of images and background at a charge."""
    n2 = (lattice_ball(49).astype(float) ** 2).sum(axis=1)
    n2 = n2[n2 > 0]
    n = np.sqrt(n2)
    real_part = np.sum(erfc(alpha * n) / n)
    wave_part = np.sum(np.exp(-PI**2 * n2 / alpha**2) / (PI * n2))
    constant = 2 * alpha / np.sqrt(PI) + PI / alpha**2
    return (constant - real_part - wave_part) / L


def coulomb(n_vec, L):
    """Coulomb integral 4 pi/(Omega k^2) for transfer k = 2 pi n/L."""
    k2 = (2 * PI / L) ** 2 * np.sum(np.asarray(n_vec, float) ** 2, axis=-1)
    safe = np.where(k2 > 0, k2, 1.0)
    return np.where(k2 > 0, 4 * PI / (L**3 * safe), 0.0)


def kinetic_energy(n_vec, L):
    return 0.5 * (2 * PI / L) ** 2 * np.sum(np.asarray(n_vec, float) ** 2)


def hf_energy(n_vec, occ, L):
    return kinetic_energy(n_vec, L) - np.sum(coulomb(n_vec - occ, L))


def pair_quantities(i, j, q, occ, L):
    """Direct integral, exchange integral and energy denominator."""
    a, b = i + q, j - q
    gap = (hf_energy(i, occ, L) + hf_energy(j, occ, L)
           - hf_energy(a, occ, L) - hf_energy(b, occ, L))
    return float(coulomb(q, L)), float(coulomb(b - i, L)), gap


def integrands(q, occ, L):
    """Opposite-spin and same-spin MP2 energy at one momentum transfer."""
    opposite = same = 0.0
    for i in occ:
        for j in occ:
            vd, vx, gap = pair_quantities(i, j, q, occ, L)
            opposite += vd**2 / gap
            same += 0.5 * (vd - vx) ** 2 / gap
    return opposite, same


def mp2_all_cutoffs(n2_occ, radius, L, exchange=True, self_term=0.0):
    """Explicit MP2 sums; entry r holds the result for basis n^2 <= r."""
    h = radius + 2
    side = 2 * h + 1
    x2 = np.arange(-h, h + 1) ** 2
    n2 = (x2[:, None, None] + x2[None, :, None] + x2[None, None, :]).ravel()
    centre = (side**3 - 1) // 2
    r2 = radius**2
    k2 = (2 * PI / L) ** 2 * n2.astype(float)
    v = np.zeros(n2.size)
    v[n2 > 0] = 4 * PI / (L**3 * k2[n2 > 0])
    inside = np.flatnonzero(n2 <= r2)
    occ_shift = np.flatnonzero(n2 <= n2_occ) - centre
    energy = 0.5 * k2
    if exchange:
        for s in occ_shift:
            energy[inside] -= v[inside - s]
    energy[centre + occ_shift] -= self_term
    virtual = inside[n2[inside] > n2_occ]
    # particle exchange and inversion leave a pair's contribution unchanged
    pairs = Counter(min((s, t), (t, s), (-s, -t), (-t, -s))
                    for s in occ_shift.tolist() for t in occ_shift.tolist())
    e_os = np.zeros(r2 + 1)
    e_ss = np.zeros(r2 + 1)
    for (si, sj), weight in pairs.items():
        b = 2 * centre + si + sj - virtual
        nb = n2[b]
        keep = (nb > n2_occ) & (nb <= r2)
        a, b, nb = virtual[keep], b[keep], nb[keep]
        gap = energy[centre + si] + energy[centre + sj] - energy[a] - energy[b]
        vd, vx = v[a - si], v[a - sj]
        shell = np.maximum(n2[a], nb)
        e_os += weight * np.bincount(shell, vd**2 / gap, r2 + 1)
        e_ss += weight * np.bincount(shell, 0.5 * (vd - vx) ** 2 / gap, r2 + 1)
    m = np.cumsum(np.bincount(n2[inside], minlength=r2 + 1))
    return m, np.cumsum(e_os), np.cumsum(e_ss)


def radius_from_count(m):
    return (3 * m / (4 * PI)) ** (1 / 3)


def fit_tail(m, energy, power, r_min=144):
    """Fit E = E0 + n^-power (c + c1/n + c2/n^2), n = cutoff radius from M."""
    n = radius_from_count(m[r_min:].astype(float))
    w = n**power
    scale = w.max()
    cols = np.column_stack([w / scale, np.ones_like(n), 1 / n, 1 / n**2])
    rhs = w * (energy[r_min:] - energy[-1])
    c = np.linalg.lstsq(cols, rhs, rcond=None)[0]
    return energy[-1] + c[0] / scale, c[1], c[2] / c[1]


def mean_pair_sum(occ):
    return np.mean(np.linalg.norm(occ[:, None, :] + occ[None, :, :], axis=2))


# ---------------- model and large-q behaviour ----------------
N = 14
RS = 1.0
L = box_side(N, RS)
occ = lattice_ball(1)
assert 2 * len(occ) == N
print(f"Electrons N = {N}, r_s = {RS:.2f} angstrom")
print(f"Box side L = {L * BOHR_ANG:.4f} angstrom")

q1, q2 = np.array([100, 200, 200]), np.array([200, 400, 400])
i0, j0 = np.array([1, 0, 0]), np.array([0, 0, 0])
vd1, vx1, g1 = pair_quantities(i0, j0, q1, occ, L)
vd2, vx2, g2 = pair_quantities(i0, j0, q2, occ, L)
slope_t = np.log2((vd2 / g2) / (vd1 / g1))
slope_anti = np.log2(((vd2 - vx2) / g2) / ((vd1 - vx1) / g1))
k_abs = 2 * PI / L * np.linalg.norm(q2)
t_ratio = (vd2 / g2) / (-4 * PI / (L**3 * k_abs**4))
os1, ss1 = integrands(q1, occ, L)
os2, ss2 = integrands(q2, occ, L)
slope_os, slope_ss = np.log2(os2 / os1), np.log2(ss2 / ss1)
diff = (occ[:, None, :] - occ[None, :, :]) * 2 * PI / L
sum_d2 = np.sum(diff.astype(float) ** 2)
os_ratio = os2 / (-(N**2 / 4) * (4 * PI) ** 2 / (L**6 * k_abs**6))
ss_ratio = ss2 / (-(32 * PI**2 / 3) * sum_d2 / (L**6 * k_abs**8))
assert abs(slope_t + 4) < 0.01 and abs(t_ratio - 1) < 0.01
assert abs(slope_anti + 5) < 0.02
assert abs(slope_os + 6) < 0.01 and abs(os_ratio - 1) < 0.01
assert abs(slope_ss + 8) < 0.02 and abs(ss_ratio - 1) < 0.01
print(f"Power of q, direct amplitude: {slope_t:.4f}")
print(f"Power of q, antisymmetrized amplitude: {slope_anti:.4f}")
print(f"Power of q, opposite-spin integrand: {slope_os:.4f}")
print(f"Power of q, same-spin integrand: {slope_ss:.4f}")
print(f"Computed/derived direct amplitude: {t_ratio:.5f}")
print(f"Computed/derived opposite-spin integrand: {os_ratio:.5f}")
print(f"Computed/derived same-spin integrand: {ss_ratio:.5f}")

# ---------------- full MP2 sums against the derived law ----------------
C = N**2 / (9 * PI**2)
beta = 0.75 * mean_pair_sum(occ)      # in units of 2 pi / L
m, e_os, e_ss = mp2_all_cutoffs(1, 48, L)
e_tot = e_os + e_ss
e_inf, c3, b_fit = fit_tail(m, e_tot, 3)
c_fit = c3 * 4 * PI / 3
assert abs(c_fit / C - 1) < 0.01
# the second coefficient absorbs part of the unfitted higher orders
assert abs(b_fit / beta - 1) < 0.15
print(f"Derived N^2/(9 pi^2) = {C:.5f} hartree = {C * HARTREE_EV:.4f} eV")
print(f"Fitted coefficient of 1/M = {c_fit * HARTREE_EV:.4f} eV")
print(f"Mean |i+j| = {mean_pair_sum(occ):.5f} (units 2 pi/L)")
print(f"Boundary coefficient derived {beta:.4f}, fitted {b_fit:.4f}")

_, c5, _ = fit_tail(m, e_ss, 5)
c5_derived = 16 / 15 * sum_d2 / (L**3 * (2 * PI / L) ** 5)
assert abs(c5 / c5_derived - 1) < 0.05
print(f"Same-spin tail coefficient, fitted/derived: {c5 / c5_derived:.4f}")

# Three treatments of the orbital gap at the same density.
self_term = madelung_self_term(L)
assert abs(self_term / madelung_self_term(L, 2.4) - 1) < 1e-9
lowest_virtual, highest_occ = np.array([1, 1, 0]), np.array([1, 0, 0])
gap_kin = kinetic_energy(lowest_virtual, L) - kinetic_energy(highest_occ, L)
gap_hf = hf_energy(lowest_virtual, occ, L) - hf_energy(highest_occ, occ, L)
gap_self = gap_hf + self_term
assert gap_hf < gap_kin < gap_self
print(f"Orbital gap, kinetic only: {gap_kin * HARTREE_EV:.4f} eV")
print(f"Orbital gap, HF with v(0) = 0: {gap_hf * HARTREE_EV:.4f} eV")
print(f"Orbital gap, HF with self-term: {gap_self * HARTREE_EV:.4f} eV")

# With kinetic gaps the density must drop out at every cutoff.
L2 = box_side(N, 2.0)
_, os_a, ss_a = mp2_all_cutoffs(1, 12, L, exchange=False)
_, os_b, ss_b = mp2_all_cutoffs(1, 12, L2, exchange=False)
assert np.allclose(os_a + ss_a, os_b + ss_b, rtol=1e-10, atol=1e-14)
print(f"Kinetic gaps, M = {m[144]}, E2 at r_s = 1 and 2 angstrom: "
      f"{(os_a + ss_a)[-1] * HARTREE_EV:.6f}, "
      f"{(os_b + ss_b)[-1] * HARTREE_EV:.6f} eV")


def limit_and_ratio(side, **options):
    """Fitted limit and fitted/derived 1/M coefficient for N = 14."""
    count, part_os, part_ss = mp2_all_cutoffs(1, 48, side, **options)
    limit, c, _ = fit_tail(count, part_os + part_ss, 3)
    return limit, c * 4 * PI / 3 / C


variants = {
    "r_s = 1, kinetic gaps": limit_and_ratio(L, exchange=False),
    "r_s = 2, v(0) = 0": limit_and_ratio(L2),
    "r_s = 1, self-term": limit_and_ratio(L, self_term=self_term),
    "r_s = 2, self-term": limit_and_ratio(
        L2, self_term=madelung_self_term(L2)),
}
print(f"Limit E2, r_s = 1 angstrom, v(0) = 0: {e_inf * HARTREE_EV:.6f} eV")
for label, (limit, ratio) in variants.items():
    assert abs(ratio - 1) < 0.01
    print(f"{label}: limit E2 {limit * HARTREE_EV:.6f} eV, "
          f"1/M fitted/derived {ratio:.5f}")
# with the self-term, gap and density move the limit but not the tail
limit_self_1 = variants["r_s = 1, self-term"][0]
limit_self_2 = variants["r_s = 2, self-term"][0]
assert abs(limit_self_1 / e_inf - 1) > 0.02
assert abs(limit_self_2 / limit_self_1 - 1) > 0.02

N38 = 38
m4, o4, s4 = mp2_all_cutoffs(2, 42, box_side(N38, RS))
_, c3n, b38 = fit_tail(m4, o4 + s4, 3)
ratio_38 = c3n * 4 * PI / 3 / (N38**2 / (9 * PI**2))
beta38 = 0.75 * mean_pair_sum(lattice_ball(2))
assert abs(ratio_38 - 1) < 0.02
assert abs(b38 / beta38 - 1) < 0.20   # shorter cutoff range than for N = 14
print(f"1/M coefficient fitted/derived, N = 38: {ratio_38:.5f}")
print(f"N = 38 boundary coefficient derived {beta38:.4f}, fitted {b38:.4f}")

# Inversion symmetry makes the mean of |i+j| equal to the mean distance.
big = lattice_ball(100).astype(float)
mean_big = 2 * np.sum(pdist(big)) / len(big) ** 2
mean_big /= radius_from_count(len(big))
assert abs(mean_big / (36 / 35) - 1) < 0.01
print(f"Mean |i+j|/k_F, {len(big)} occupied orbitals: {mean_big:.5f}")
print(f"Fermi-sphere value 36/35 = {36 / 35:.5f}")

# ---------------- worked example ----------------


def two_term_shape(count):
    return (1 + beta / radius_from_count(count)) / count


print("Table for N = 14, r_s = 1 angstrom; energies in eV per cell")
print("     M    cutoff       E2        error      1/M law    two-term")
for r in (25, 100, 400, 1600):
    error = e_tot[r] - e_inf
    lead, two = C / m[r], C * two_term_shape(m[r])
    if r in (100, 400):
        # remainder is second order in the inverse cutoff radius
        assert abs(error / two - 1) < 5 / r
        assert abs(error - two) < abs(error - lead)
    cutoff = 0.5 * (2 * PI / L) ** 2 * r * HARTREE_EV
    print(f"{m[r]:7d} {cutoff:9.2f} {e_tot[r] * HARTREE_EV:11.6f} "
          f"{error * HARTREE_EV:11.7f} {lead * HARTREE_EV:11.7f} "
          f"{two * HARTREE_EV:11.7f}")

ss_share = (e_ss[400] - fit_tail(m, e_ss, 5)[0]) / (e_tot[400] - e_inf)
assert 0 < ss_share < 0.01
print(f"Same-spin share of error at M = {m[400]}: {100 * ss_share:.3f} %")


def extrapolate(shape, r_low, r_high):
    f1, f2 = shape(m[r_low]), shape(m[r_high])
    return (e_tot[r_high] * f1 - e_tot[r_low] * f2) / (f1 - f2)


dev_plain = extrapolate(lambda count: 1 / count, 100, 400) - e_inf
dev_two = extrapolate(two_term_shape, 100, 400) - e_inf
assert abs(dev_two) < 0.5 * abs(dev_plain)
print(f"Two-point extrapolation from M = {m[100]} and {m[400]}:")
print(f"  deviation with 1/M alone: {dev_plain * HARTREE_EV:.3e} eV")
print(f"  deviation with two-term law: {dev_two * HARTREE_EV:.3e} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Electrons N = 14, r_s = 1.00 angstrom
Box side L = 3.8851 angstrom
Power of q, direct amplitude: -3.9992
Power of q, antisymmetrized amplitude: -5.0012
Power of q, opposite-spin integrand: -6.0000
Power of q, same-spin integrand: -8.0001
Computed/derived direct amplitude: 0.99944
Computed/derived opposite-spin integrand: 1.00000
Computed/derived same-spin integrand: 1.00002
Derived N^2/(9 pi^2) = 2.20655 hartree = 60.0433 eV
Fitted coefficient of 1/M = 60.0835 eV
Mean |i+j| = 1.18247 (units 2 pi/L)
Boundary coefficient derived 0.8869, fitted 0.8521
Same-spin tail coefficient, fitted/derived: 1.0005
Orbital gap, kinetic only: 9.9649 eV
Orbital gap, HF with v(0) = 0: 9.5913 eV
Orbital gap, HF with self-term: 20.1073 eV
Kinetic gaps, M = 7153, E2 at r_s = 1 and 2 angstrom: -18.633586, -18.633586 eV
Limit E2, r_s = 1 angstrom, v(0) = 0: -18.647231 eV
r_s = 1, kinetic gaps: limit E2 -18.642770 eV, 1/M fitted/derived 1.00075
r_s = 2, v(0) = 0: limit E2 -18.723126 eV, 1/M fitted/derived 1.00060
r_s = 1, self-term: limit E2 -11.096660 eV, 1/M fitted/derived 1.00046
r_s = 2, self-term: limit E2 -8.115672 eV, 1/M fitted/derived 1.00023
1/M coefficient fitted/derived, N = 38: 1.00181
N = 38 boundary coefficient derived 1.2419, fitted 1.1527
Mean |i+j|/k_F, 4169 occupied orbitals: 1.02868
Fermi-sphere value 36/35 = 1.02857
Table for N = 14, r_s = 1 angstrom; energies in eV per cell
     M    cutoff       E2        error      1/M law    two-term
    515    249.12  -18.494477   0.1527545   0.1165889   0.1373828
   4169    996.49  -18.631136   0.0160948   0.0144023   0.0156816
  33401   3985.95  -18.645342   0.0018890   0.0017976   0.0018774
 267761  15943.79  -18.647002   0.0002296   0.0002242   0.0002292
Same-spin share of error at M = 33401: 0.173 %
Two-point extrapolation from M = 4169 and 33401:
  deviation with 1/M alone: -1.370e-04 eV
  deviation with two-term law: -4.306e-05 eV
ALL CHECKS PASSED
```
